# Centred Fits of Logarithmic Vapour Pressures and Their Uncertainties: a numerical check

```python
"""Weighted straight-line fit of logarithmic vapour pressures.

Result under test: for y = ln(p/Pa), x = 1/T and y = c0 + b*(x - x0),
    Var b = 1/S,  Cov(c0, b) = (x0 - m)/S,  Var c0 = 1/W + (x0 - m)^2/S,
so that intercept and slope are uncorrelated only at x0 = m.
Symbols: s = relative standard error of p, w = 1/s^2, W = sum w,
m = weighted mean of x, S = sum w (x - m)^2, b = -(enthalpy)/R,
a = intercept at x = 0, c = intercept at x = m, T_c = 1/m.
"""
import numpy as np
from scipy.constants import R, bar
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

# Model precursor and measuring plan (round chosen parameters)
enthalpy = 65000.0            # J/mol
T_ref, p_ref = 350.0, 100.0   # K, Pa
T = np.arange(320.0, 381.0, 10.0)
s = np.array([0.06, 0.05, 0.04, 0.03, 0.02, 0.02, 0.02])
x = 1.0 / T
n = len(T)


def clapeyron_pressure(temperature):
    """Integrate dp/dT = enthalpy / (T * molar gas volume)."""
    if temperature == T_ref:
        return p_ref

    def rate(t, p):
        gas_volume = R * t / p
        return enthalpy / (t * gas_volume)

    sol = solve_ivp(rate, (T_ref, temperature), [p_ref],
                    method="DOP853", rtol=1e-11, atol=1e-11)
    assert sol.success
    return sol.y[0, -1]


def centred_fit(x, y, s):
    """Closed sums of the centred weighted fit."""
    w = 1.0 / s**2
    W = w.sum()
    m = (w * x).sum() / W
    S = (w * (x - m)**2).sum()
    c = (w * y).sum() / W
    Sxy = (w * (x - m) * y).sum()
    return W, m, S, Sxy, c, Sxy / S


def solver_fit(x0, y):
    """Library least squares about x0; returns slope, intercept."""
    return np.polyfit(x - x0, y, 1, w=1.0 / s)


def solver_covariance(x0):
    """Propagate datum errors through the solver's unit responses."""
    response = solver_fit(x0, np.eye(n))
    return (response * s**2) @ response.T


# Noise-free line: slope gives the enthalpy, intercept the entropy
p_true = np.array([clapeyron_pressure(t) for t in T])
b_true, a_true = solver_fit(0.0, np.log(p_true))
gibbs_entropy = enthalpy / T_ref + R * np.log(p_ref / bar)
assert abs(-R * b_true / enthalpy - 1) < 1e-6
assert abs(R * (a_true - np.log(bar)) / gibbs_entropy - 1) < 1e-6

# One simulated experiment, rounded as it will be tabulated
rng = np.random.default_rng(2024)
p_obs = p_true * (1 + s * rng.standard_normal(n))
p_obs = np.array([float(f"{p:.4g}") for p in p_obs])
y = np.log(p_obs)
W, m, S, Sxy, c, b = centred_fit(x, y, s)
a = c - b * m
b_lib, a_lib = solver_fit(0.0, y)
assert abs(b / b_lib - 1) < 1e-9 and abs(a / a_lib - 1) < 1e-9
chi2 = (((y - c - b * (x - m)) / s)**2).sum()

# Covariance formulas for three choices of the reference x0
x_plain = x.mean()
correlation = {}
for name, x0 in (("zero", 0.0), ("plain", x_plain), ("weighted", m)):
    cov = solver_covariance(x0)
    var_c0 = 1 / W + (x0 - m)**2 / S
    assert abs(cov[0, 0] * S - 1) < 1e-8
    assert abs(cov[1, 1] / var_c0 - 1) < 1e-8
    scale = np.sqrt(cov[0, 0] * cov[1, 1])
    assert abs(cov[0, 1] - (x0 - m) / S) < 1e-8 * scale
    correlation[name] = cov[0, 1] / scale
assert abs(correlation["weighted"]) < 1e-8
assert abs(correlation["plain"]) > 0.1

sd_b, sd_c = 1 / np.sqrt(S), 1 / np.sqrt(W)
sd_a = np.sqrt(1 / W + m**2 / S)
cov0 = solver_covariance(0.0)
inflation = cov0[1, 1] / solver_covariance(m)[1, 1]
assert abs(inflation * (1 - correlation["zero"]**2) - 1) < 1e-7
assert abs(inflation / (1 + m**2 * W / S) - 1) < 1e-7


def sd_prediction(t):
    return np.sqrt(1 / W + (1 / t - m)**2 / S)


def sd_without_covariance(t):
    return np.sqrt(sd_a**2 + (sd_b / t)**2)


def variance_uncentred(t):
    """Full propagation from the uncentred covariance matrix."""
    return cov0[1, 1] + 2 * cov0[0, 1] / t + cov0[0, 0] / t**2


for t in (300.0, 350.0, 400.0):
    assert abs(variance_uncentred(t) / sd_prediction(t)**2 - 1) < 1e-7
    false_term = sd_without_covariance(t)**2 - variance_uncentred(t)
    assert abs(false_term / (2 * m / (t * S)) - 1) < 1e-7
best = minimize_scalar(variance_uncentred, bounds=(300, 400),
                       method="bounded", options={"xatol": 1e-6})
assert abs(best.x - 1 / m) < 0.01

# Repeated experiments with Gaussian noise on the pressure itself.
# Tolerances cover sampling error and the second-order error of ln p.
runs = 40000
noise = rng.standard_normal((n, runs))
y_runs = np.log(p_true[:, None] * (1 + s[:, None] * noise))
b_runs, a_runs = solver_fit(0.0, y_runs)
bc_runs, c_runs = solver_fit(m, y_runs)
for sample, sd in ((b_runs, sd_b), (a_runs, sd_a), (c_runs, sd_c)):
    assert abs(sample.std() / sd - 1) < 0.02
r_a_runs = np.corrcoef(a_runs, b_runs)[0, 1]
r_c_runs = np.corrcoef(c_runs, bc_runs)[0, 1]
assert abs(r_a_runs - correlation["zero"]) < 0.001
assert abs(r_c_runs) < 0.03
residual = y_runs - a_runs - np.outer(x, b_runs)
chi2_mean = ((residual / s[:, None])**2).sum(axis=0).mean()
assert abs(chi2_mean - (n - 2)) < 0.1
shuffled = rng.permutation(b_runs)
sd_runs, sd_shuffled = {}, {}
for t in (300.0, 350.0):
    sd_runs[t] = (a_runs + b_runs / t).std()
    sd_shuffled[t] = (a_runs + shuffled / t).std()
    assert abs(sd_runs[t] / sd_prediction(t) - 1) < 0.02
    assert abs(sd_shuffled[t] / sd_without_covariance(t) - 1) < 0.03

# Numbers for the worked example
print(f"Model enthalpy: {enthalpy/1000:.1f} kJ/mol")
print(f"Model pressure at {T_ref:.0f} K: {p_ref:.1f} Pa")
print(f"Model entropy at 1 bar: {gibbs_entropy:.2f} J/(mol K)")
print("T (K) | simulated p (Pa) | s (%) | 1000/T (1/K) | ln(p/Pa) | w")
for row in zip(T, p_obs, 100 * s, 1000 * x, y, 1 / s**2):
    print("%.0f | %.4g | %.0f | %.5f | %.5f | %.1f" % row)
print(f"Sum of weights W: {W:.2f}")
print(f"Weighted mean m of 1/T: {m:.7e} 1/K")
print(f"Plain mean of 1/T: {x_plain:.7e} 1/K")
print(f"Centre temperature T_c: {1/m:.3f} K")
print(f"S: {S:.6e} 1/K^2")
print(f"Sum w (x-m) y: {Sxy:.6f} 1/K")
print(f"Centred intercept c: {c:.5f}, standard error {sd_c:.5f}")
print(f"Slope b: {b:.2f} K, standard error {sd_b:.2f} K")
print(f"Uncentred intercept a: {a:.4f}, standard error {sd_a:.4f}")
print(f"Pressure at T_c: {np.exp(c):.2f} Pa, "
      f"standard error {np.exp(c)*sd_c:.2f} Pa")
print(f"Fitted enthalpy: {-R*b/1000:.2f} kJ/mol, "
      f"standard error {R*sd_b/1000:.2f} kJ/mol")
print(f"Fitted entropy at 1 bar: {R*(a-np.log(bar)):.2f} J/(mol K), "
      f"standard error {R*sd_a:.2f} J/(mol K)")
print(f"Chi-square of the fit: {chi2:.3f} for {n-2} degrees of freedom")
print(f"Covariance of a and b: {cov0[0, 1]:.4f} K")
print(f"Correlation of a and b: {correlation['zero']:.6f}")
print(f"Correlation, plain-mean centre: {correlation['plain']:.4f}")
print(f"Correlation, weighted centre, below 1e-8: "
      f"{abs(correlation['weighted']) < 1e-8}")
print(f"Variance ratio Var a / Var c: {inflation:.2f}")
print(f"Standard error ratio of a to c: {np.sqrt(inflation):.3f}")
for t in (300.0, 350.0):
    print(f"Fitted pressure at {t:.0f} K: {np.exp(a+b/t):.3f} Pa")
    print(f"  error of ln p, correct: {sd_prediction(t):.5f}")
    print(f"  error of ln p, covariance dropped: "
          f"{sd_without_covariance(t):.5f}")
    print(f"  repeated experiments: {sd_runs[t]:.5f}; "
          f"slopes shuffled: {sd_shuffled[t]:.5f}")
print(f"Number of repeated experiments: {runs}")
print(f"Their correlation of a and b: {r_a_runs:.5f}")
print(f"Their correlation of c and b: {r_c_runs:.4f}")
print(f"Their mean chi-square: {chi2_mean:.3f}")
print("every check passed")
```

It prints:

```
Model enthalpy: 65.0 kJ/mol
Model pressure at 350 K: 100.0 Pa
Model entropy at 1 bar: 128.28 J/(mol K)
T (K) | simulated p (Pa) | s (%) | 1000/T (1/K) | ln(p/Pa) | w
320 | 13.08 | 6 | 3.12500 | 2.57108 | 277.8
330 | 27.95 | 5 | 3.03030 | 3.33042 | 400.0
340 | 54.22 | 4 | 2.94118 | 3.99305 | 625.0
350 | 97.08 | 3 | 2.85714 | 4.57554 | 1111.1
360 | 180.8 | 2 | 2.77778 | 5.19739 | 2500.0
370 | 334.9 | 2 | 2.70270 | 5.81383 | 2500.0
380 | 593.3 | 2 | 2.63158 | 6.38570 | 2500.0
Sum of weights W: 9913.89
Weighted mean m of 1/T: 2.7610925e-03 1/K
Plain mean of 1/T: 2.8665260e-03 1/K
Centre temperature T_c: 362.175 K
S: 1.474489e-04 1/K^2
Sum w (x-m) y: -1.143182 1/K
Centred intercept c: 5.35796, standard error 0.01004
Slope b: -7753.07 K, standard error 82.35 K
Uncentred intercept a: 26.7649, standard error 0.2276
Pressure at T_c: 212.29 Pa, standard error 2.13 Pa
Fitted enthalpy: 64.46 kJ/mol, standard error 0.68 kJ/mol
Fitted entropy at 1 bar: 126.81 J/(mol K), standard error 1.89 J/(mol K)
Chi-square of the fit: 7.803 for 5 degrees of freedom
Covariance of a and b: -18.7258 K
Correlation of a and b: -0.999026
Correlation, plain-mean centre: 0.6540
Correlation, weighted centre, below 1e-8: True
Variance ratio Var a / Var c: 513.58
Standard error ratio of a to c: 22.662
Fitted pressure at 300 K: 2.513 Pa
  error of ln p, correct: 0.04818
  error of ln p, covariance dropped: 0.35660
  repeated experiments: 0.04788; slopes shuffled: 0.35506
Fitted pressure at 350 K: 100.814 Pa
  error of ln p, correct: 0.01278
  error of ln p, covariance dropped: 0.32736
  repeated experiments: 0.01278; slopes shuffled: 0.32597
Number of repeated experiments: 40000
Their correlation of a and b: -0.99901
Their correlation of c and b: 0.0019
Their mean chi-square: 5.053
every check passed
```
